# Degenerate Perturbation Theory Through Second Order

## What dimension and symmetry fix

Let $H=H_0+\lambda V$, where $\lambda$ is a pure number and $V$ has the dimension of energy. A second-order energy is multiplied by $s^2$ when $V$ is multiplied by $s$, so by dimension it must have the form $V^2$ divided by an energy. In a degenerate level it will turn out to be an eigenvalue of a matrix quadratic in $V$, which in general is not itself a quadratic form in $V$. The energies that $H_0$ supplies for this purpose are the distances from the level of interest to the other levels.

Suppose that this level, $E_0$, is $g$-fold degenerate. Any orthonormal basis of it serves $H_0$ equally well, and a unitary change of basis $U$ cannot alter the physical energies. The corrections therefore cannot be expectation values in a basis picked at will. They must come from matrices acting inside the level, which change as $M\to U^\dagger MU$ and keep their eigenvalues. The candidates are a first-order matrix with elements $V_{ij}$ and a second-order matrix with elements $\sum_k V_{ik}V_{kj}/(E_0-E_k)$, where $k$ runs over states outside the level.

It remains to find how the two matrices combine. The ordinary second-order formula cannot tell, because between two states of the level its denominator is zero.

## Assumptions and theorem

$H_0$ is Hermitian with a discrete spectrum, $V$ is Hermitian and bounded with norm $\|V\|$, and $\lambda>0$ (for the other sign, replace $V$ by $-V$). The level $E_0$ has finite degeneracy $g$ and lies at a distance of at least $\Delta>0$ from all other levels. $P$ projects on the level and $Q=1-P$. Define

$$R=\sum_{k\ \rm outside}\frac{|k\rangle\langle k|}{E_0-E_k},\qquad A=PVP,\qquad W=PVRVP .$$

$A$ and $W$ are $g\times g$ matrices. Let $v_a$ be the distinct eigenvalues of $A$, with projectors $P_a$. The states belonging to one $v_a$ form a group, and $\Delta_a$ is the distance from $v_a$ to the nearest other $v_b$. Let $w_{aj}$ be the eigenvalues of $P_aWP_a$ inside group $a$.

**Theorem.** If $\lambda\|V\|\le\Delta/4$ and $\lambda\|W\|\le\Delta_a/4$ for every group, then $H$ has exactly $g$ levels within $\Delta/2$ of $E_0$, counted with multiplicity, and they are

$$E_{aj}=E_0+\lambda v_a+\lambda^2w_{aj}+\delta_{aj},\qquad |\delta_{aj}|\le\lambda^3\left(\frac{12\|V\|^3}{\Delta^2}+\frac{4\|W\|^2}{\Delta_a}\right).$$

If $A$ has a single eigenvalue, the condition and the term containing $\Delta_a$ are absent. If $w_{aj}$ is simple within its group, the exact state tends, as $\lambda\to0$, to the corresponding eigenvector $\varphi_{aj}$ of $P_aWP_a$.

The bound proves the order of the error. It is built from worst-case estimates and does not predict the error's size.

## Lemma 1: exact folding

Let $|E-E_0|\le\Delta/2$. On the outside space, $E-QH_0Q$ has no eigenvalue smaller in magnitude than $\Delta/2$, and $\lambda QVQ$ has norm at most $\Delta/4$. Hence $E-QHQ$ shortens no vector by more than the factor $\Delta/2-\Delta/4=\Delta/4$, and its inverse there,

$$G(E)=(E-QHQ)^{-1},\qquad \|G(E)\|\le 4/\Delta,$$

exists. The lemma states that $E$ is an eigenvalue of $H$ if and only if it is an eigenvalue, with the same multiplicity, of

$$h(E)=E_0P+\lambda A+\lambda^2PVQ\,G(E)\,QVP .$$

*Proof.* $H_0$ does not connect $P$ and $Q$, so the two projections of $H\psi=E\psi$ are

$$E_0P\psi+\lambda PVP\psi+\lambda PVQ\psi=EP\psi,\qquad \lambda QVP\psi+QHQ\psi=EQ\psi .$$

The second gives $Q\psi=\lambda G(E)QVP\psi$. Inserted in the first, it gives $h(E)P\psi=EP\psi$. Conversely, if $h(E)x=Ex$, then $\psi=x+\lambda G(E)QVx$ satisfies both equations. If $P\psi=0$ then $Q\psi=0$ too, so the correspondence is one-to-one and multiplicities agree. ∎

## Lemma 2: ordered eigenvalues

Let $X$ and $Y$ be Hermitian $g\times g$ matrices with eigenvalues $x_1\le\dots\le x_g$ and $y_1\le\dots\le y_g$. If $\langle s|X|s\rangle\le\langle s|Y|s\rangle$ for every $s$, then $x_j\le y_j$. If $\|X-Y\|\le\delta$, then $|x_j-y_j|\le\delta$.

*Proof.* First,

$$x_j=\min_{\dim S=j}\ \max_{s\in S,\ \|s\|=1}\langle s|X|s\rangle .$$

The span of the first $j$ eigenvectors gives the maximum $x_j$. Any other $j$-dimensional $S$ shares a nonzero vector with the span of eigenvectors $j,\dots,g$, because the dimensions add up to $j+(g-j+1)>g$; on that vector the expectation value is at least $x_j$. The first claim follows at once from this formula. For the second, $\|X-Y\|\le\delta$ means that the expectation values of $X$ lie between those of $Y-\delta$ and $Y+\delta$, and the first claim applies twice. ∎

## Lemma 3: there are $g$ levels

Let $\varepsilon_j(E)$ be the ordered eigenvalues of $h(E)$. For each $j$, the equation $\varepsilon_j(E)=E$ has exactly one solution $E_j$ with $|E-E_0|\le\Delta/2$. These are the levels of $H$ in that interval, in order, and $|E_j-E_0|\le2\lambda\|V\|$.

*Proof.* For two energies in the interval,

$$G(E)-G(E')=G(E)\,[(E'-QHQ)-(E-QHQ)]\,G(E')=-(E-E')\,G(E)G(E').$$

No eigenvalue of $QHQ$ lies in the interval, so for each of its eigenstates the two denominators have the same sign, and $G(E)G(E')$ is positive. Thus $h(E)$ does not increase with $E$, and by Lemma 2 neither does any $\varepsilon_j(E)$. Lemma 2 also makes $\varepsilon_j$ continuous. Moreover,

$$|\varepsilon_j(E)-E_0|\le\lambda\|V\|+\frac{4\lambda^2\|V\|^2}{\Delta}\le2\lambda\|V\|\le\frac{\Delta}{2},$$

where the middle step uses $4\lambda\|V\|/\Delta\le1$. The function $\varepsilon_j(E)-E$ is therefore strictly decreasing, not negative at the lower end of the interval and not positive at the upper end. It vanishes once. Since $\varepsilon_k\ge\varepsilon_j$ for $k>j$, the function $\varepsilon_k(E)-E$ is not negative at $E_j$, so $E_k\ge E_j$. By Lemma 1 these solutions are the levels of $H$, with their multiplicities. ∎

## Proof of the energy formula

**Removing the energy dependence.** On the outside space $R=(E_0-QH_0Q)^{-1}$, with $\|R\|\le1/\Delta$. The same identity for a difference of inverses gives

$$G(E)-R=G(E)\,[(E_0-E)+\lambda QVQ]\,R .$$

At $E=E_j$ the bracket has norm at most $3\lambda\|V\|$, so $\|G-R\|\le(4/\Delta)(3\lambda\|V\|)(1/\Delta)=12\lambda\|V\|/\Delta^2$. With the prefactor $\lambda^2\|V\|^2$,

$$\|h(E_j)-(E_0P+\lambda A+\lambda^2W)\|\le\frac{12\lambda^3\|V\|^3}{\Delta^2}.$$

By Lemma 2, $E_j$ differs from the $j$-th eigenvalue of $E_0P+\lambda A+\lambda^2W$ by no more than this.

**Using the first-order groups.** We need the eigenvalues of $\lambda(A+\lambda W)$. The matrix $A+\lambda W$ is again a degenerate problem: $A$ plays the part of $H_0$, $W$ that of $V$, $v_a$ that of $E_0$, and $\Delta_a$ that of $\Delta$. Lemmas 1 and 3 apply because $\lambda\|W\|\le\Delta_a/4$. The folded matrix in group $a$ is

$$v_aP_a+\lambda P_aWP_a+(\text{a term of norm at most }4\lambda^2\|W\|^2/\Delta_a).$$

By Lemma 2 its eigenvalues give $v_a+\lambda w_{aj}$ within that bound. The levels of group $a$ lie within $2\lambda\|W\|\le\Delta_a/2$ of $v_a$, so groups do not cross and the ordering is preserved. Multiplying by $\lambda$ and adding the two errors proves the formula. If there is only one group, $A=vP$ and the eigenvalues of $A+\lambda W$ are $v+\lambda w_j$ without further error. ∎

The second part of the proof shows why $W$ is diagonalized within groups. An element of $\lambda^2W$ between groups $a$ and $b$ acts across a separation $\lambda(v_a-v_b)$. Its effect on the energy is of order $(\lambda^2W)^2/\lambda(v_a-v_b)$, which is third order.

## Proof for the states

Normalize the exact state so that $x=P\psi$ has unit length. Then

$$\left(\lambda A+\lambda^2W+O(\lambda^3)\right)x=\left(\lambda v_a+\lambda^2w_{aj}+O(\lambda^3)\right)x .$$

Project on another group $b$ and divide by $\lambda$:

$$(v_b-v_a)P_bx=-\lambda P_bWx+\lambda w_{aj}P_bx+O(\lambda^2).$$

Hence $P_bx=O(\lambda)$. Now project on group $a$. The terms $\lambda v_aP_ax$ cancel, and division by $\lambda^2$ leaves

$$(P_aWP_a-w_{aj})P_ax=O(\lambda).$$

If $w_{aj}$ is simple, the part of $P_ax$ orthogonal to $\varphi_{aj}$ is $O(\lambda)$ divided by the distance to the nearest other $w_{ai}$. With a suitable phase, $x=\varphi_{aj}+O(\lambda)$. ∎

Putting this back, and writing $\varphi$ for $\varphi_{aj}$, gives two first-order admixtures:

$$P_bx=\lambda\frac{P_bW\varphi}{v_a-v_b}+O(\lambda^2),\qquad Q\psi=\lambda RV\varphi+O(\lambda^2).$$

The first is of first order although $W$ is a second-order matrix, because its denominator is a first-order splitting. The first-order admixture of other states of the same group depends on the $\lambda^3$ terms of $h$ and also on $W$ acting through the other groups, by way of the terms $\lambda^2P_aWP_bx$. It is not found here; the energy formula does not need it. If several $w_{aj}$ coincide, the argument fixes their common subspace and no particular basis in it.

## Remarks on limits and failure

For $g=1$, $W$ is the number $\sum_k|V_{k0}|^2/(E_0-E_k)$, the ordinary formula. If first order splits the level completely, each group has one state and only the diagonal elements of $W$ in the eigenbasis of $A$ are needed. If $A=vP$, first order selects nothing and the whole of $W$ must be diagonalized.

The expansion can become poor when an outside level to which $V$ couples the states comes close, so that $\lambda\|V\|$ is no longer small against $\Delta$. That level should then be included in $P$, in a treatment that allows unequal unperturbed energies. It can also become poor when two first-order eigenvalues whose groups are connected by $W$ nearly coincide, so that $\lambda\|W\|$ is not small against $\Delta_a$. The cure is then to diagonalize $\lambda A+\lambda^2W$ as a whole, since the first part of the proof makes no use of $\Delta_a$.

## Example: second order selects the states

An electron moves on a ring of radius $r=2$ bohr in a uniform field $F=0.005$ a.u. in the plane of the ring. In atomic units

$$H_0=-\varepsilon\frac{d^2}{d\theta^2},\quad \varepsilon=\frac1{2r^2}=0.125,\qquad V=u\cos\theta,\quad u=Fr=0.010\ \text{hartree},$$

with $\lambda=1$, so that $u$ measures the perturbation. The states $e^{im\theta}/\sqrt{2\pi}$ have energies $\varepsilon m^2$. Since $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$, $V$ changes $m$ by $\pm1$ with matrix element $u/2$.

In the level $m=\pm1$, with $E_0=\varepsilon$, every element of $A$ vanishes. In second order, $m=1$ returns to itself through $m=0$ and $m=2$, and reaches $m=-1$ through $m=0$:

$$W_{11}=\frac{u^2}{4}\left(\frac1{\varepsilon-0}+\frac1{\varepsilon-4\varepsilon}\right)=\frac{u^2}{6\varepsilon},\qquad W_{-1,1}=\frac{u^2}{4}\,\frac1{\varepsilon-0}=\frac{u^2}{4\varepsilon}.$$

With $u^2/\varepsilon=8.0\times10^{-4}$ hartree these are $1.333\times10^{-4}$ and $2.000\times10^{-4}$ hartree. By symmetry $W_{-1,-1}=W_{11}$. The eigenvectors are the sum and difference of the two waves, that is, $\cos\theta$ and $\sin\theta$:

$$w_{\cos}=\frac{u^2}{\varepsilon}\left(\frac16+\frac14\right)=\frac{5u^2}{12\varepsilon},\qquad w_{\sin}=\frac{u^2}{\varepsilon}\left(\frac16-\frac14\right)=-\frac{u^2}{12\varepsilon}.$$

| State | Second order (hartree) | Full diagonalization (hartree) |
|---|---|---|
| $\cos\theta$ | $3.333\times10^{-4}$ | $3.322\times10^{-4}$ |
| $\sin\theta$ | $-6.667\times10^{-5}$ | $-6.666\times10^{-5}$ |

The splitting $u^2/(2\varepsilon)$ is $4.00\times10^{-4}$ hartree, or 10.9 meV. The ordinary formula applied to $e^{\pm i\theta}$ would give both states the shift $W_{11}$, which belongs to neither.

The cause of the splitting is the state $m=0$. It is even under $\theta\to-\theta$, as $V$ is, so it couples to $\cos\theta$ and not to $\sin\theta$. Lying below, it pushes the cosine state up by $(u/\sqrt2)^2/\varepsilon=u^2/(2\varepsilon)$, while the states $m=\pm2$ lower both states by $u^2/(12\varepsilon)$. When $m=0$ is deleted from the full Hamiltonian, both shifts become $-6.666\times10^{-5}$ hartree and the splitting disappears. The first-order amplitude of $m=0$ in the cosine state is $u/(\sqrt2\,\varepsilon)=0.0566$; diagonalization gives 0.0564 relative to the $\cos\theta$ component, the normalization used in the proof for the states (0.0563 in the state normalized to one).

A half-turn of the ring changes $u$ into $-u$, so the energies are even in $u$ and a cubic term is absent. The next term should be of order $u^4$, and halving the field does reduce the errors by factors of 15.9 for the cosine state and 16.0 for the sine state.

## Example: first order splits the level in part

Three states at energy zero couple with strengths $c=(0.3,0.4,0.5)$ hartree to one outside state at 1 hartree. In addition $V_{33}=1$ hartree, and all other elements of $V$ vanish. Then $A=\mathrm{diag}(0,0,1)$, and first order separates state 3 from the pair 1, 2. With energies in hartree, $W_{ij}=c_ic_j/(0-1)=-c_ic_j$. Within the pair,

$$W=-\begin{pmatrix}0.09&0.12\\0.12&0.16\end{pmatrix}.$$

The trace is $-0.25$ and the determinant is zero, so the eigenvalues are $-0.25$, with vector $(0.6,0.8)$, and $0$, with vector $(0.8,-0.6)$. The second vector has coupling $0.8\times0.3-0.6\times0.4=0$ to the outside state, so it stays at energy zero for every $\lambda$.

For $\lambda=0.05$ the coupled state is predicted at $-0.25\lambda^2=-6.25\times10^{-4}$ hartree; diagonalization gives $-6.32\times10^{-4}$. State 3 is predicted at $0.05-0.25\lambda^2=0.04938$ hartree, against 0.04935. Diagonalizing $W$ alone over all three states would give $-(0.09+0.16+0.25)\lambda^2=-1.25\times10^{-3}$ hartree for the lowest level, about twice the correct shift. That procedure drops $\lambda A$, which holds state 3 apart.

The remaining error of the coupled state can be traced. Here $G(E)=1/(E-1)$, and $E=O(\lambda^2)$ for this state, so $h(E)$ differs from $\lambda A+\lambda^2W$ only at order $\lambda^4$. The $\lambda^3$ term therefore comes from the coupling to state 3. Its element of $W$ is $-0.5\,(0.6\times0.3+0.8\times0.4)=-0.25$, and the energy separation is $-\lambda$ to leading order:

$$\frac{(-0.25\lambda^2)^2}{-\lambda}=-0.0625\,\lambda^3 .$$

The exact level at $\lambda=0.002$ gives the coefficient $-0.0624$; the small difference comes from the next order in $\lambda$. The same coupling mixes state 3 into the coupled state with amplitude $\lambda(-0.25)/(0-1)=0.0125$, in agreement with diagonalization.

The numerical check also checks the folding, the level count and the orders of the errors on a complex random matrix with a partly split fourfold level.

## Computed values

```
RANDOM 9-STATE TEST (4-fold level)
energy error ratio on halving lambda: 8.013
state error ratios: 2.000 to 2.000
error ratio for A + lambda W: 4.001
levels within gap/2 at largest lambda: 4
RING IN A FIELD
radius: 2.0 bohr; field: 0.005 a.u.
eps: 0.125 hartree; u: 0.010 hartree
W diagonal (naive shift): 1.333333e-04 hartree
W off-diagonal: 2.000000e-04 hartree
sin shift, second order: -6.666667e-05 hartree
sin shift, exact: -6.665926e-05 hartree
cos shift, second order: 3.333333e-04 hartree
cos shift, exact: 3.322095e-04 hartree
splitting, second order: 4.000000e-04 hartree = 10.885 meV
splitting, exact: 3.988688e-04 hartree = 10.854 meV
error ratios on halving field (sin, cos): 16.00, 15.93
m=0 in cos state: first order 0.05657, exact 0.05642
cos 2theta in cos state: first order -0.01333, exact -0.01335
sin 2theta in sin state: first order -0.01333, exact -0.01333
shift of both states without m=0: -6.665926e-05 hartree
PARTLY SPLIT MODEL
lambda: 0.05; couplings c: 0.3, 0.4, 0.5 hartree
V33: 1.0 hartree; outside state: 1.0 hartree
W matrix (hartree):
   -0.0900  -0.1200  -0.1500
   -0.1200  -0.1600  -0.2000
   -0.1500  -0.2000  -0.2500
coupled state: 0.600, 0.800
uncoupled state: 0.800, -0.600
coupled: second order -6.250000e-04, exact -6.324064e-04 hartree
uncoupled: second order -3.469447e-20, exact 3.182219e-17 hartree
state 3: second order 4.937500e-02, exact 4.935120e-02 hartree
wrong energy from W over all three: -1.250000e-03 hartree
lambda^3 coefficient: derived -0.06250, exact levels -0.06237 hartree
state 3 in coupled state: first order 0.01250, exact 0.01249
outside state in it: first order -0.02500, exact -0.02530
```
